\section*{Self-Energy of a Point Charge Inside a Dielectric Sphere}

\section*{Setting and conventions}

An electron stored in a semiconductor nanocrystal polarizes the boundary between the crystal and the surrounding oxide. The polarization acts back on the electron. We want the energy of this interaction, first for a fixed point charge and then for an electron in a confined state.

A charge $q$ lies at distance $s<R$ from the centre of a sphere of radius $R$. The relative permittivity is $\epsilon$ inside and $\epsilon'$ outside, both positive. The media are linear, isotropic and local, the outer medium is unbounded, and the sharp interface carries no free charge. The origin is the centre, the charge lies on the positive $z$ axis, and the potential vanishes at infinity. We write
\[
x=\frac{s}{R},\qquad Q=\frac{q}{4\pi\epsilon_0},\qquad K=qQ=\frac{q^2}{4\pi\epsilon_0}.
\]
SI equations are used, with energies in eV and lengths in nm. The self-energy $\Sigma(s)$ is the energy of the charge in the sphere minus that of the same charge in an unbounded medium $\epsilon$. This subtraction removes the infinite energy of the bare point charge.

\section*{(a) The potential}

\textbf{Problem.} Find the potential in both regions.

\textbf{Solution.} Inside, the potential is the bulk Coulomb potential plus a part that solves Laplace's equation and is regular at the origin. Outside, it must decay. Axial symmetry leaves Legendre polynomials in $\cos\theta$:
\begin{align*}
\phi_{\rm in}&=\frac{Q}{\epsilon|\mathbf r-\mathbf s|}+\sum_{l=0}^{\infty}A_l r^lP_l(\cos\theta),\\
\phi_{\rm out}&=\sum_{l=0}^{\infty}B_l r^{-l-1}P_l(\cos\theta).
\end{align*}
The interface lies at $r=R>s$, where
\[
\frac1{|\mathbf r-\mathbf s|}=\sum_{l=0}^{\infty}\frac{s^l}{r^{l+1}}P_l(\cos\theta).
\]
The $P_l$ are orthogonal, so the boundary conditions hold for each $l$ separately. Continuity of the potential gives
\begin{equation}
\frac{Qs^l}{\epsilon R^{l+1}}+A_lR^l=\frac{B_l}{R^{l+1}}.
\label{cont}
\end{equation}
Without free interface charge, $\epsilon\,\partial_r\phi_{\rm in}=\epsilon'\partial_r\phi_{\rm out}$. After multiplication by $R$ this reads
\begin{equation}
-(l+1)\frac{Qs^l}{R^{l+1}}+\epsilon lA_lR^l
=-\epsilon'(l+1)\frac{B_l}{R^{l+1}}.
\label{normal}
\end{equation}
Insert (\ref{cont}) on the right of (\ref{normal}) and collect the terms in $A_l$:
\[
[\epsilon l+\epsilon'(l+1)]A_lR^l
=(l+1)\frac{Qs^l}{R^{l+1}}\left(1-\frac{\epsilon'}{\epsilon}\right).
\]
Hence
\begin{equation}
A_l=Qg_l\frac{s^l}{R^{2l+1}},\qquad
g_l=\frac{(\epsilon-\epsilon')(l+1)}{\epsilon[\epsilon l+\epsilon'(l+1)]}.
\label{g}
\end{equation}
Returning to (\ref{cont}),
\begin{align*}
B_l&=\frac{Qs^l}{\epsilon}\left[1+\frac{(\epsilon-\epsilon')(l+1)}{\epsilon l+\epsilon'(l+1)}\right]\\
&=Qs^l\frac{2l+1}{\epsilon l+\epsilon'(l+1)},
\end{align*}
because the combined numerator is $\epsilon l+\epsilon(l+1)=\epsilon(2l+1)$. For $l=0$, $B_0=Q/\epsilon'$, as Gauss's law requires: the distant field is that of the full charge $q$ in the outer medium.

\section*{(b) From potential to energy}

\textbf{Problem.} Derive $\Sigma(s)$, including the factor from charging, and check it against the force.

\textbf{Solution.} The induced potential inside is the sum containing $A_l$. At the charge, $r=s$ and $\cos\theta=1$, so
\[
\phi_{\rm ind}(s)=\frac{Q}{R}\sum_{l=0}^{\infty}g_lx^{2l}.
\]
Build the charge up as $\lambda q$, with $\lambda$ running from 0 to 1. By linearity the induced potential is then $\lambda\phi_{\rm ind}$, and adding $q\,d\lambda$ costs $q\lambda\phi_{\rm ind}\,d\lambda$ beyond the bulk cost. To make the bulk cost finite, one may first spread the charge over a tiny ball. The bulk cost is the same in both situations and cancels. The induced potential is smooth at the charge, so the ball may then shrink to a point. Thus
\begin{equation}
\Sigma(s)=\int_0^1q\lambda\phi_{\rm ind}\,d\lambda
=\frac{q\phi_{\rm ind}}2
=\frac{K}{2R}\sum_{l=0}^{\infty}g_lx^{2l}.
\label{series}
\end{equation}

For the force, $r$ must be varied while the source position $s$, and with it the induced charge, is held fixed:
\begin{align*}
F&=-q\left.\frac{\partial}{\partial r}\sum_lQg_l\frac{r^ls^l}{R^{2l+1}}\right|_{r=s}
=-K\sum_l l g_l\frac{s^{2l-1}}{R^{2l+1}}.
\end{align*}
Differentiating (\ref{series}) gives $d\Sigma/ds=(K/2)\sum_l2lg_ls^{2l-1}/R^{2l+1}=-F$. The factor one half is compensated because moving the real charge changes both arguments of the induced potential.

Two numerical tests support these results. In the first, the interface charge was found from a boundary integral equation, without a Legendre expansion, for $(\epsilon,\epsilon')=(11.7,3.9)$, $(2,8)$ and $(6,1)$ with $x=0.6$. The self-energy, the force and the induced potential at $z=-0.35R$ agreed with the series to a relative error of at most $7.5\times10^{-8}$. In the second, the field-energy difference was integrated over all space for the first two pairs at $x=0.5$, with multipole amplitudes solved from the boundary conditions. It agreed with (\ref{series}) to rounding error.

\section*{(c) Sign and limiting cases}

\textbf{Problem.} Which way is the charge pushed? Examine a central charge, a conducting exterior and a highly polarizable sphere.

\textbf{Solution.} Every $g_l$ has the sign of $\epsilon-\epsilon'$. If $\epsilon>\epsilon'$, the self-energy is positive and grows with $s$: the charge is repelled by the interface and pushed to the centre. If $\epsilon<\epsilon'$, both signs reverse.

At the centre only $l=0$ remains:
\[
\Sigma(0)=\frac{K}{2R}\left(\frac1{\epsilon'}-\frac1\epsilon\right).
\]
This can be obtained without the series. The field inside equals the bulk field, so the energy differs only for $r>R$:
\begin{align*}
\Delta W&=\frac{\epsilon_0}{2}\int_R^\infty
\left(\frac{\epsilon'Q^2}{\epsilon'^2r^4}-\frac{\epsilon Q^2}{\epsilon^2r^4}\right)4\pi r^2dr\\
&=\frac{2\pi\epsilon_0Q^2}{R}\left(\frac1{\epsilon'}-\frac1\epsilon\right),
\end{align*}
and $2\pi\epsilon_0Q^2=K/2$.

For $\epsilon'\to\infty$ at fixed $\epsilon$, $g_l\to-1/\epsilon$ for every $l$. The geometric series gives
\[
\Sigma\to-\frac{K}{2\epsilon R}\frac1{1-x^2}.
\]
This is the energy of a charge in a grounded conducting cavity. The Kelvin image has charge $-qR/s$ and lies at $R^2/s$, a distance $(R^2-s^2)/s$ from the real charge. Half the product of charge and image potential is $-KR/[2\epsilon(R^2-s^2)]$, the same expression.

For $\epsilon\to\infty$ at fixed $\epsilon'$ and $x<1$, $g_0\to1/\epsilon'$, while the other coefficients vanish as $1/\epsilon$. Then $\Sigma\to K/(2\epsilon'R)=q^2/(2C)$ with $C=4\pi\epsilon_0\epsilon'R$. This is the charging energy of an isolated metal sphere, and it does not depend on where inside the charge was placed.

\section*{(d) Closed form, truncation and the wall}

\textbf{Problem.} Sum the series, bound the error after $N$ terms, and find the behaviour near the interface.

\textbf{Solution.} Set $a=\epsilon'/(\epsilon+\epsilon')$, so that $0<a<1$. Then $\epsilon l+\epsilon'(l+1)=(\epsilon+\epsilon')(l+a)$, and
\[
\frac{l+1}{l+a}=1+\frac{1-a}{l+a}.
\]
The first piece sums to $1/(1-x^2)$. For the second, the ratio of Pochhammer symbols $(a)_l/(1+a)_l=a/(a+l)$ gives
\[
\sum_{l=0}^\infty\frac{x^{2l}}{l+a}=\frac1a\,{}_2F_1(1,a;1+a;x^2).
\]
Therefore
\begin{equation}
\Sigma=\frac KR\frac{\epsilon-\epsilon'}{2\epsilon(\epsilon+\epsilon')}
\left[\frac1{1-x^2}+\frac{1-a}{a}\,{}_2F_1(1,a;1+a;x^2)\right].
\label{closed}
\end{equation}

If the terms $l=0,\ldots,N-1$ are kept, the omitted ratios $(l+1)/(l+a)$ decrease towards 1 and do not exceed $(N+1)/(N+a)$. For $0<x<1$ the omitted part $T_N$ therefore obeys
\[
1<\frac{|T_N|}{\tau_N}<\frac{N+1}{N+a},\qquad
\tau_N=\frac KR\frac{|\epsilon-\epsilon'|}{2\epsilon(\epsilon+\epsilon')}
\frac{x^{2N}}{1-x^2}.
\]
Convergence is geometric, but slow near the wall.

Let $d=R-s\ll R$. Then $1-x^2\simeq2d/R$, and the first piece of (\ref{closed}) grows as $R/(2d)$. The second grows at most logarithmically, since $1/(l+a)<1/l$ for $l\ge1$ bounds its sum by $1/a-\ln(1-x^2)$. To leading order
\begin{equation}
\Sigma\simeq\frac{K(\epsilon-\epsilon')}{4\epsilon(\epsilon+\epsilon')d}.
\label{plane}
\end{equation}
This is the plane-interface result: an image $q(\epsilon-\epsilon')/(\epsilon+\epsilon')$ at distance $2d$, with the charging factor one half. The divergence marks the failure of a sharp interface and a local permittivity at atomic distances.

\section*{(e) An electron in a confined state}

\textbf{Problem.} Average $\Sigma$ over the ground state of a spherical hard-wall well. Is the average finite, and does it stay finite for a finite barrier?

\textbf{Solution.} For an isotropic effective mass, $\psi=\sin(\pi r/R)/(\sqrt{2\pi R}\,r)$. The probability density in $x=r/R$ is $4\pi r^2|\psi|^2R=2\sin^2(\pi x)$. To first order in $\Sigma$, and if the polarization follows the electron instantaneously, the energy shift is
\[
\langle\Sigma\rangle=\frac K{2R}\sum_lg_lM_l,\qquad
M_l=\int_0^12\sin^2(\pi x)x^{2l}dx.
\]
For large $l$ the integral comes from $y=1-x\ll1$, where $\sin^2(\pi x)\simeq\pi^2y^2$ and $x^{2l}\simeq e^{-2ly}$. Hence
\[
M_l\simeq2\pi^2\int_0^\infty y^2e^{-2ly}dy
=2\pi^2\frac{2}{(2l)^3}=\frac{\pi^2}{2l^3}.
\]
Since $g_l$ tends to a constant, the sum converges. The density vanishes as $d^2$ at the wall and outweighs the $1/d$ of the self-energy.

With a finite barrier, the radial density $p(R)$ per unit length is not zero at the wall. By (\ref{plane}), the layer between small depths $\delta$ and $d_0$ contributes approximately
\[
p(R)\frac{K(\epsilon-\epsilon')}{4\epsilon(\epsilon+\epsilon')}\ln\frac{d_0}{\delta},
\]
which diverges as $\delta\to0$. On the oxide side the plane law, with $\epsilon$ and $\epsilon'$ exchanged, gives $-K(\epsilon-\epsilon')/[4\epsilon'(\epsilon+\epsilon')d]$. The density is continuous at the wall, so this side adds a logarithm of opposite sign that is $\epsilon/\epsilon'$ times as large, and the two do not cancel. The average then needs a physical transition layer. A hard wall hides this difficulty.

\section*{(f) The second electron}

\textbf{Problem.} Find the repulsion between two electrons that share the ground-state envelope.

\textbf{Solution.} The induced potential of charge 2 acts on charge 1. With $\gamma$ the angle between their position vectors,
\[
V_{\rm ind}=\frac KR\sum_lg_l\left(\frac{s_1s_2}{R^2}\right)^lP_l(\cos\gamma).
\]
There is no factor one half: the charging energy contains the pair twice, as 1 acting on 2 and as 2 acting on 1. For two spherical densities the angular average of $P_l$ vanishes unless $l=0$. What remains is $Kg_0/R=2\Sigma(0)$.

The direct repulsion is $K/(\epsilon|\mathbf r_1-\mathbf r_2|)$. Its angular average contains $1/\max(r_1,r_2)$. The two orderings of the radii contribute equally, so
\begin{align*}
J_{\rm dir}&=\frac{K}{\epsilon R}\,2\int_0^1\frac{2\sin^2(\pi x)}x\,n(x)\,dx,\\
n(x)&=\int_0^x2\sin^2(\pi t)\,dt=x-\frac{\sin2\pi x}{2\pi}.
\end{align*}
The factor multiplying $K/(\epsilon R)$ is 1.7861. The total $J_{\rm dir}+2\Sigma(0)$ is a first-order result without exchange, correlation or intervalley coupling.

\section*{(g) A silicon nanocrystal in oxide}

\textbf{Problem.} Evaluate the results for $R=3.0$ nm, $\epsilon=11.7$ and $\epsilon'=3.9$, and size the neglected effects.

\textbf{Solution.} For one electron $K=1.43996$ eV nm, so $K/(2R)=0.2400$ eV. The first coefficients are $g_0=0.17094$, $g_1=0.06838$, $g_2=0.05698$ and $g_3=0.0526$. At the centre
\[
\Sigma(0)=0.2400\times0.17094=0.0410\ {\rm eV}.
\]
At $x=0.5$, four terms give
\[
0.2400\left(0.17094+\frac{0.06838}{4}+\frac{0.05698}{16}+\frac{0.0526}{64}\right)=0.0462\ {\rm eV},
\]
which is the full value to this accuracy. The self-energy rises to 0.066 eV at $x=0.8$ and 0.096 eV at $x=0.9$, where 31 terms are needed for a relative error below 0.1\%. At $x=0.9$ the depth is 0.3 nm and the plane law (\ref{plane}) gives 0.051 eV, about half the full value. Most of the difference is the second piece of (\ref{closed}), which is 0.042 eV there; its constant $l=0$ term alone gives $(K/R)(\epsilon-\epsilon')(1-a)/[2\epsilon(\epsilon+\epsilon')a]=0.031$ eV.

The ground-state average is
\[
\langle\Sigma\rangle=0.0491\ {\rm eV}=0.00181\ {\rm hartree}.
\]
Of this, 0.0081 eV comes from $l\ge1$. The confinement energy, with mean mass $0.258\,m_e$, is 0.162 eV. Letting the wave function respond to $\Sigma$ lowers the energy by only 0.13 meV from this first-order result, so first order suffices within the hard-wall model.

For the second electron, $J_{\rm dir}=1.7861\times1.43996/(11.7\times3.0)=0.073$ eV and the induced part is 0.082 eV. Their sum, 0.155 eV, is about five times $k_BT=0.031$ eV at 358 K. More than half of the repulsion comes from the dielectric mismatch.

\textit{Wave function and interface.} With silicon's anisotropic masses, $0.19$ and $0.92\,m_e$, the average becomes 0.0486 eV. The lowest state odd along the heavy-mass axis lies 0.068 eV higher, with average 0.0516 eV. The confinement energies alone give a Boltzmann ratio of 0.11 at 358 K; the difference in self-energy lowers it to about 0.10. These two states alone would raise the thermal average by about 0.3 meV. A 3.1 eV barrier with oxide mass $0.5\,m_e$ lowers the confinement energy to 0.132 eV and puts 0.4\% of the probability in the oxide. With the outer 0.3 nm of the crystal excluded, the inner contribution to $\langle\Sigma\rangle$ is 0.0488 eV, against 0.0483 eV for the hard wall. Excluding only 0.1 nm raises the finite-barrier value to 0.0522 eV. Much of this rise is probability returned to the integral: the wider cut drops 3.4\% of it and the narrower 0.7\%. If $\Sigma$ is instead held at its value at the cut throughout the layer, the two inner values are 0.0520 and 0.0536 eV. In this crude treatment the finite barrier raises the average by 3 to 5 meV above the hard-wall 0.0491 eV, and the assumed layer width changes it by 1 to 2 meV.

\textit{Permittivity.} Lowering the inner permittivity to 10.0, as a trial for a small crystal, gives 0.0457 eV, now relative to a bulk medium of that permittivity. The oxide also has a slow lattice response. If the lattice sees only the mean spherical charge, its contribution has $l=0$ alone, by the averaging in (f), while the electronic polarization follows the electron. With optical permittivity $\epsilon'_{\rm opt}=2.1$ the energy is
\[
\Sigma_{\rm st}(0)+\langle\Sigma_{\rm opt}\rangle-\Sigma_{\rm opt}(0)=0.0530\ {\rm eV}.
\]
Before the lattice responds at all, the average is $\langle\Sigma_{\rm opt}\rangle=0.106$ eV. A rough oxide phonon energy of 0.15 eV is not small compared with the electronic energies here, so the slow-lattice value is a limiting estimate.

\textit{Comparison with a memory cell.} The parameters are rough typical values for silicon nanocrystal memories, in which crystals of a few nanometres sit above a thin tunnel oxide. Such a cell breaks the assumption of an unbounded oxide. For a 4 nm tunnel oxide on a conducting substrate, the leading image shift is $-K/[4\epsilon'(R+4\,{\rm nm})]=-0.013$ eV. A control gate behind 10 nm of oxide would alone give $-0.007$ eV; multiple images prevent simple addition, and for a point charge in uniform oxide the two conductors together give $-0.015$ eV. A depleted silicon channel acts as a dielectric and gives about half the substrate shift, since its image factor is $(\epsilon-\epsilon')/(\epsilon+\epsilon')=1/2$. One charged neighbour at a centre distance of 10 nm adds $K/(\epsilon'\,10\,{\rm nm})=0.037$ eV before screening by the electrodes. Between the two conducting electrodes, again for point charges in uniform oxide, this falls to about 0.013 eV, roughly a quarter of $\langle\Sigma\rangle$. The isolated-sphere value is therefore one contribution to a cell's charging energy and cannot replace it.

\textit{Field and escape.} For a central charge the oxide field at the sphere is 0.41 MV/cm, well below a rough breakdown field of 10 MV/cm. The spherical mean density of the ground state gives the same field, so on average the stored charge does not threaten the linear model. A fixed point charge near the wall is different: at $x=0.9$ the field at the nearest point of the oxide exceeds 10 MV/cm, and the self-energy there is only a formal result of the linear model. An applied programming field must be judged separately. At zero bias the decay constant $6.24\ {\rm nm}^{-1}$ gives a tunnelling factor $e^{-2\times6.24\times4}\simeq2\times10^{-22}$. With an attempt rate of $7\times10^{13}\ {\rm s}^{-1}$, a one-dimensional estimate of the escape time is of order $10^8$ s. From a sphere the wave also spreads sideways in the oxide, which weakens it at the substrate and can lengthen the time by orders of magnitude. The thickness matters too: 0.1 nm less oxide shortens the estimate by a factor of about 3.5. Traps and applied fields, which can shorten the time greatly, are omitted. On this zero-bias estimate the electron stays in the crystal far longer than the oxide needs to polarize, so a static permittivity is suitable for the mean stored charge. The estimate does not make the electron's motion inside the crystal slow.

\section*{Computed values}
\begin{verbatim}
Largest boundary-integral relative error: 7.5e-08
Largest field-energy relative error: 2.2e-16
Sphere radius: 3.0 nm
Permittivities Si, oxide static, oxide optical: 11.7, 3.9, 2.1
e^2/(4 pi eps0): 1.43996 eV nm
g_0 to g_3: [0.17094 0.06838 0.05698 0.0526 ]
Sigma at s/R=0.0: 0.04102 eV
Sigma at s/R=0.5: 0.04624 eV
Sigma at s/R=0.8: 0.06587 eV
Sigma at s/R=0.9: 0.09578 eV
Terms for 0.1 percent at s/R=0.9: 31
Hard-wall mean Sigma: 0.04913 eV = 0.001806 hartree
Part of mean from l>=1: 0.00811 eV
Two-electron direct integral: 1.7861 (e^2/4pi eps0 ein R)
Second-electron direct repulsion: 0.07327 eV
Second-electron induced repulsion: 0.08205 eV
Sum of both pair repulsions: 0.15532 eV
Masses mt, ml, mean, oxide: 0.19, 0.92, 0.2583, 0.5 m_e
Hard-wall isotropic confinement energy: 0.1617 eV
Energy change by wave-function response: -0.1317 meV
Anisotropic ground energy: 0.1585 eV
Anisotropic ground mean Sigma: 0.04856 eV
Gap to lowest z-odd state: 0.0677 eV
Mean Sigma in z-odd state: 0.05164 eV
Temperature: 358 K; kT: 0.03085 eV
Boltzmann ratio z-odd to ground: 0.1112
Oxide barrier: 3.1 eV
Finite-barrier confinement energy: 0.1323 eV
Probability in oxide: 0.00422
Hard-wall inner Sigma part, cutoff 0.3 nm: 0.04833 eV
Finite-wall inner part, cutoff 0.3 nm: 0.04879 eV
Finite-wall inner part, cutoff 0.1 nm: 0.05219 eV
Mean Sigma for inner permittivity 10.0: 0.04571 eV
Mean Sigma, all terms optical oxide: 0.10576 eV
Mean Sigma, slow oxide lattice: 0.05301 eV
Rough oxide phonon energy: 0.15 eV
Tunnel and control oxide: 4.0, 10.0 nm
Conducting-substrate image shift: -0.01319 eV
Control-gate image shift alone: -0.00710 eV
Neighbour centre distance: 10.0 nm
Unscreened charged-neighbour shift: 0.03692 eV
Oxide field at sphere, central charge: 0.4102 MV/cm
Rough oxide breakdown field: 10.0 MV/cm
Oxide decay constant: 6.2407 1/nm
Zero-bias tunnelling exponential: 2.08e-22
Attempt rate: 7.07e+13 1/s
Rough zero-bias escape time: 6.8e+07 s
\end{verbatim}
